# Local Pairing Potentials: The Divergent Anomalous Density and Its Regularised Coupling

## 1. Definitions and conventions

Consider spin-½ fermions in three dimensions with the real, spin-independent one-particle operator
$$h=-\frac{\hbar^2\nabla^2}{2m}+U(\mathbf r)-\mu .\tag{1}$$
The potential $U$ is smooth and includes the normal mean field. A smooth local pair potential $\Delta(\mathbf r)$ enters through
$$K=\int d^3r\Big[\sum_\sigma\psi_\sigma^\dagger h\psi_\sigma+\Delta\,\psi_\uparrow^\dagger\psi_\downarrow^\dagger+\Delta^*\psi_\downarrow\psi_\uparrow\Big].\tag{2}$$
The anomalous density is $\kappa(\mathbf r,\mathbf r')=\langle\psi_\uparrow(\mathbf r)\psi_\downarrow(\mathbf r')\rangle$. For a contact interaction $g_0\psi_\uparrow^\dagger\psi_\downarrow^\dagger\psi_\downarrow\psi_\uparrow$ with $g_0<0$, the pairing part of the mean-field factorisation is $g_0\langle\psi_\downarrow\psi_\uparrow\rangle\psi_\uparrow^\dagger\psi_\downarrow^\dagger$ plus its conjugate. Comparison with (2), and the anticommutation of the fields, give
$$\Delta(\mathbf r)=g_0\langle\psi_\downarrow\psi_\uparrow\rangle=-g_0\,\kappa(\mathbf r,\mathbf r).\tag{3}$$

With $\Psi=(\psi_\uparrow,\psi_\downarrow^\dagger)^T$, equation (2) becomes $K=\int\Psi^\dagger H\Psi$ plus a constant, where
$$H=\begin{pmatrix}h&\Delta\\ \Delta^*&-h\end{pmatrix},\qquad H\begin{pmatrix}u_n\\v_n\end{pmatrix}=E_n\begin{pmatrix}u_n\\v_n\end{pmatrix}.\tag{4}$$
These are the Bogoliubov-de Gennes equations. At zero temperature $\kappa(\mathbf r,\mathbf r')=\sum_{E_n>0}u_n(\mathbf r)v_n^*(\mathbf r')$. The question is whether (3) has a meaning, since it needs this sum at $\mathbf r=\mathbf r'$.

## 2. Equation of motion of the anomalous density

Let $f$ be the Fermi function and $F_{ab}(\mathbf r,\mathbf r')=\langle\Psi_a(\mathbf r)\Psi_b^\dagger(\mathbf r')\rangle$. Because $K$ is quadratic, $F=1-f(H)$, so $F$ commutes with $H$ at any temperature. With $\rho_\sigma(\mathbf r,\mathbf r')=\langle\psi_\sigma^\dagger(\mathbf r')\psi_\sigma(\mathbf r)\rangle$, its blocks are
$$F_{11}=\delta(\mathbf r-\mathbf r')-\rho_\uparrow(\mathbf r,\mathbf r'),\quad F_{12}=\kappa(\mathbf r,\mathbf r'),\quad F_{22}=\rho_\downarrow(\mathbf r',\mathbf r).\tag{5}$$
The upper right block of $HF=FH$ reads $h\kappa+\Delta F_{22}=F_{11}\Delta-\kappa h$. Since $h$ is real and symmetric, $\kappa h$ means $h$ acting on $\mathbf r'$. Hence
$$(h_{\mathbf r}+h_{\mathbf r'})\kappa=\Delta(\mathbf r)\delta(\mathbf r-\mathbf r')-\rho_\uparrow(\mathbf r,\mathbf r')\Delta(\mathbf r')-\Delta(\mathbf r)\rho_\downarrow(\mathbf r',\mathbf r).\tag{6}$$
The discrete form of (6) was tested with a thermal many-body state on three sites and complex $\Delta$; the two sides agree to rounding error.

The last two terms of (6) are bounded, because $|\rho_\sigma(\mathbf r,\mathbf r')|^2\le\rho_\sigma(\mathbf r,\mathbf r)\rho_\sigma(\mathbf r',\mathbf r')$ and the densities are finite. The delta function is therefore the one singular source. It describes a pair created at a single point, which is what a local pair potential does.

## 3. The short-distance form

Put $\mathbf r=\mathbf R+\mathbf s/2$ and $\mathbf r'=\mathbf R-\mathbf s/2$. Then $\nabla_{\mathbf r}=\tfrac12\nabla_R+\nabla_s$ and $\nabla_{\mathbf r'}=\tfrac12\nabla_R-\nabla_s$. The cross terms cancel in the sum of squares, so
$$h_{\mathbf r}+h_{\mathbf r'}=-\frac{\hbar^2}{m}\nabla_s^2-\frac{\hbar^2}{4m}\nabla_R^2-\frac{\hbar^2k_F^2(\mathbf R)}{m}+O(s^2),\qquad \frac{\hbar^2k_F^2}{2m}=\mu-U(\mathbf R).\tag{7}$$
The potential has no term linear in $s$ because $U(\mathbf r)+U(\mathbf r')$ is even in $\mathbf s$.

Try $\kappa=A(\mathbf R)/s+B(\mathbf R)s+w$. Since $\nabla_s^2(1/s)=-4\pi\delta(\mathbf s)$, the delta function in (6) requires $4\pi\hbar^2A/m=\Delta$:
$$A(\mathbf R)=\frac{m\Delta(\mathbf R)}{4\pi\hbar^2}.\tag{8}$$
The other parts of (7), acting on $A/s$, leave $-(\hbar^2/m)(\tfrac14\nabla^2A+k_F^2A)/s$. Since $\nabla_s^2s=2/s$, the linear term contributes $-2\hbar^2B/(ms)$. No $1/s$ source remains if
$$B=-\tfrac12k_F^2A-\tfrac18\nabla^2A .\tag{9}$$
The remainder $w$ then obeys an elliptic equation with a bounded source, so $w$ and its first derivatives are continuous. Spin-rotation symmetry makes $\kappa$ even in $\mathbf s$, so $w$ has no linear term. Calling its value at $s=0$ $\kappa_{\rm reg}$, we have
$$\kappa=\frac{m\Delta(\mathbf R)}{4\pi\hbar^2s}+\kappa_{\rm reg}(\mathbf R)+B(\mathbf R)s+o(s).\tag{10}$$
The divergence is fixed by the local $\Delta$ alone. Temperature and the surroundings enter $\kappa_{\rm reg}$.

The uniform system at zero temperature gives a second route. There $\kappa(k)=\Delta/2E$ with $E=\sqrt{\xi^2+\Delta^2}$ and $\xi=\hbar^2k^2/2m-\mu$. At large $k$,
$$\frac{\Delta}{2E}=\frac{m\Delta}{\hbar^2}\left(\frac1{k^2}+\frac{k_F^2}{k^4}+\dots\right).\tag{11}$$
The transform of $1/k^2$ is $1/(4\pi s)$, and the term linear in $s$ produced by $1/k^4$ is $-s/(8\pi)$. These reproduce (8) and the first part of (9).

If the sum is cut at momentum $\Lambda$, its value at $s=0$ grows as $m\Delta\Lambda/(2\pi^2\hbar^2)$, so (3) with a fixed $g_0$ has no limit. The kinetic energy diverges too. The occupation $\Delta^2/4\xi^2$ per spin gives a kinetic energy density $\int d^3k\,m|\Delta|^2/[(2\pi)^3\hbar^2k^2]$, while the pairing energy $g_0|\kappa|^2=-\Delta^*\kappa$ has the opposite leading term. Their sum is free of the linear divergence, so the two must be computed with the same cutoff.

A nonlocal pair potential replaces the delta source by a spread-out one. The large-$k$ part of $\kappa$ at $s=0$ is then proportional to $\int\Delta(k)\,dk$, which is finite when $\Delta(k)$ falls off as a power faster than $1/k$. The divergence belongs to the local approximation, not to pairing itself.

## 4. Eliminating the bare coupling

For a contact force the bare coupling is fixed by two-body scattering. At zero energy the intermediate pair has energy $\hbar^2k^2/m$, and the scattering amplitude $T$ obeys
$$T=g_0-g_0T\int_{k<\Lambda}\frac{d^3k}{(2\pi)^3}\frac{m}{\hbar^2k^2}.\tag{12}$$
The integral is $m\Lambda/(2\pi^2\hbar^2)$. With reduced mass $m/2$, the scattering length $a$ gives $T=4\pi\hbar^2a/m\equiv g$. Division of (12) by $g_0T$ yields
$$\frac1{g_0}=\frac1g-\frac{m\Lambda}{2\pi^2\hbar^2}.\tag{13}$$
Write (3) as $\Delta/g_0=-\kappa_\Lambda$ and insert (13):
$$\Delta=-g\left[\kappa_\Lambda-\frac{m\Lambda}{2\pi^2\hbar^2}\Delta\right]\longrightarrow-g\,\kappa_{\rm reg}.\tag{14}$$
The limit holds because the bracket is the momentum integral of $\kappa(k)-m\Delta/\hbar^2k^2$. This difference falls as $k^{-4}$, so it can be integrated and the limit $s\to0$ taken under the integral. The result is the constant in (10).

In a local superconducting density functional, $g(\mathbf r)$ may be a finite functional parameter instead of a scattering quantity. Then $\Delta=-g\kappa_{\rm reg}$ is the definition of the closure.

## 5. The local coupling with an energy cutoff

In a non-uniform system at zero temperature one sums $\kappa_c(\mathbf r)=\sum_{0<E_n<E_c}u_nv_n^*$; at finite temperature each term is multiplied by $1-2f(E_n)$. The rest of the text takes zero temperature. Far above the Fermi energy $E\simeq\hbar^2k^2/2m+U-\mu$, so the local momentum cutoff is
$$\frac{\hbar^2k_c^2(\mathbf r)}{2m}=E_c+\mu-U(\mathbf r).\tag{15}$$
Without pairing, hole-like states have energies of at most $\mu-\min U$; $E_c$ is chosen well above this bound so that they are all included.

The subtraction converges faster if it also removes the $k^{-4}$ term in (11). For $\mu>U$ take the principal-value propagator at the local Fermi energy,
$$G(s)=\frac m{\hbar^2}\,\mathrm P\!\int\!\frac{d^3k}{(2\pi)^3}\frac{e^{i\mathbf k\cdot\mathbf s}}{k^2-k_F^2}=\frac{m\cos k_Fs}{4\pi\hbar^2s}.\tag{16}$$
Its expansion has a $1/s$ term and a linear term but no constant, so $\kappa-\Delta G$ tends to $\kappa_{\rm reg}$. At $s=0$ with cutoff $k_c$, write $k^2/(k^2-k_F^2)=1+k_F^2/(k^2-k_F^2)$ and integrate:
$$C=\frac m{2\pi^2\hbar^2}\left[k_c-\frac{k_F}2\ln\frac{k_c+k_F}{k_c-k_F}\right].\tag{17}$$

For $\mu<U$ put $k_F^2=-q^2$. The cutoff integral now gives $k_c-q\arctan(k_c/q)$ in the bracket. The propagator is $me^{-qs}/(4\pi\hbar^2s)$, which does have a constant, $-mq/(4\pi\hbar^2)$. This must be restored, which adds $\pi q/2$ to the bracket. Using $\pi/2-\arctan(k_c/q)=\arctan(q/k_c)$,
$$C=\frac m{2\pi^2\hbar^2}\left[k_c+q\arctan\frac q{k_c}\right]\qquad(\mu<U).\tag{18}$$
This is also the continuation of (17) to $k_F=iq$, and the two forms meet at $k_F=0$.

Now $\kappa_{\rm reg}\simeq\kappa_c-C\Delta$. Insertion in $\Delta/g=-\kappa_{\rm reg}$ and collection of the terms in $\Delta$ give
$$\Delta(\mathbf r)=-g_{\rm eff}(\mathbf r)\kappa_c(\mathbf r),\qquad\frac1{g_{\rm eff}}=\frac1g-C .\tag{19}$$
At large $E_c$, where $C$ dominates $1/g$, $|g_{\rm eff}|$ falls as $E_c$ grows while $\kappa_c$ rises. For $a>0$ the right side of (19) vanishes near $k_c=\pi/(2a)$ when $k_F\ll k_c$; the cutoff must lie well above this value, where $g_{\rm eff}$ is negative.

## 6. What cutoff independence means

Equation (19) becomes cutoff independent as $E_c\to\infty$. At finite $E_c$ an error remains. Set $\hbar=m=1$.

**Uniform system.** The integration measure is $N(\xi)d\xi$ with $N=k/2\pi^2\simeq\sqrt{2\xi}/2\pi^2$. Two effects change $\kappa_c/\Delta-C$. First, the omitted tail of $1/2E-1/2\xi\simeq-\Delta^2/4\xi^3$ is negative, so its omission contributes
$$+\int_{E_c}^\infty\frac{\sqrt{2\xi}}{2\pi^2}\frac{\Delta^2}{4\xi^3}d\xi=\frac{\sqrt2\Delta^2}{12\pi^2E_c^{3/2}}.$$
Secondly, $E<E_c$ stops the sum at $\xi\simeq E_c-\Delta^2/2E_c$. The lost strip, with integrand $N/2E_c$, contributes $-\sqrt2\Delta^2/(8\pi^2E_c^{3/2})$. Together,
$$\delta(\kappa_c/\Delta)=-\frac{\sqrt2\,\Delta^2}{24\pi^2E_c^{3/2}}.\tag{20}$$
With the vacuum subtraction $k_c/2\pi^2$ in place of $C$, the logarithm in (17) is missing. The leading error is then $-k_F^2/(2\pi^2k_c)$, which falls only as $E_c^{-1/2}$.

**Varying pair potential.** Let $\Delta=\Delta_qe^{i\mathbf q\cdot\mathbf r}$. To first order in $\Delta$, a high state has $u=e^{i\mathbf k\cdot\mathbf r}$, and the second line of (4) gives $v=(E+h)^{-1}\Delta^*u$. Neglecting $\mu$ and $U$ against $k^2$,
$$uv^*=\frac{\Delta_qe^{i\mathbf q\cdot\mathbf r}}{k^2-\mathbf k\cdot\mathbf q+q^2/2}.\tag{21}$$
Expand to second order in $q$ and average over angles, with $\overline{(\mathbf k\cdot\mathbf q)^2}=k^2q^2/3$. The factor multiplying $\Delta$ is
$$\frac1{k^2}\left(1-\frac{q^2}{2k^2}+\frac{q^2}{3k^2}\right)=\frac1{k^2}-\frac{q^2}{6k^4}.$$
The subtraction accounts for the first term. The second, integrated beyond $k_c$ with $k^2dk/2\pi^2$, is a missing tail $-q^2\Delta/(12\pi^2k_c)$. Since $-q^2\Delta=\nabla^2\Delta$, restoring units gives
$$\kappa_{\rm reg}\simeq\kappa_c-C\Delta+\frac{m\nabla^2\Delta}{12\pi^2\hbar^2k_c}.\tag{22}$$
Without the last term, a varying gap converges only as $E_c^{-1/2}$. The expansion requires that $\Delta$ vary slowly on the scale $1/k_c$.

## 7. A uniform example

Take $\hbar=m=1$, length unit $1/k_0$ and energy unit $e_0=\hbar^2k_0^2/m$. Let $\mu=0.5$ and $a=-2$, so $k_F=1$ and $g=4\pi a=-25.13$. These are model values within mean-field theory. The infinite-cutoff gap is $\Delta=0.2536$, hence $\kappa_{\rm reg}=0.2536/25.13=0.01009$ and $A=0.2536/4\pi=0.02018$.

At $s=0.05$, equation (10) predicts
$$s\kappa\simeq0.02018\,(1-0.00125)+0.05\times0.01009=0.02066,$$
which agrees with the Fourier integral. At $s=0.4$ the integral gives $0.02264$; the approach to $A$ is slow because $\kappa_{\rm reg}$ adds a term linear in $s$ to $s\kappa$.

For $E_c=10$, $k_c=\sqrt{21}=4.583$ and the bracket in (17) is $4.583-0.222=4.361$. Thus $1/g_{\rm eff}=-0.0398-0.2209=-0.2607$ and $g_{\rm eff}=-3.836$. The gaps, in $e_0$, are:

| $E_c$ | fixed $g_0$ | vacuum subtraction | $g_{\rm eff}$ |
|---|---|---|---|
| 10 | 0.254 | 0.2016 | 0.25356 |
| 20 | 1.78 | 0.2155 | 0.25361 |
| 40 | 10.6 | 0.2259 | 0.25362 |

The fixed coupling was set equal to $g_{\rm eff}$ at $E_c=10$, so its first entry agrees by construction. Its later growth is the divergence. Vacuum subtraction has the right limit, but at $E_c=40$ its gap is still 11% below the infinite-cutoff value. For $g_{\rm eff}$, law (20) gives an error in $\kappa_c/\Delta$, at fixed $\Delta$, of $-4.29\times10^{-6}$ at $E_c=20$, against $-4.39\times10^{-6}$ from the explicit sum.

## 8. A modulated example

Let $U=0.3\cos z$ with the same $\mu$ and $a$. Then $\mu-U$ lies between 0.2 and 0.8, so (17) applies everywhere and (18) is not exercised. For $\mu<U$ the program's function `subtraction` returns only the cutoff integral; the term $\pi q/2$ restored in (18) must be added to its bracket before it is used there.

The short-distance law can be examined in the plane at fixed $z$. In two dimensions $1/s$ transforms to $2\pi/k$, and $\nabla^2s=1/s$ then shows that $s$ transforms to $-2\pi/k^3$. Equations (8)–(10) therefore predict, at large parallel momentum,
$$\frac{2k\,\kappa(z,z;k)}{\Delta(z)}=1+\frac1{k^2}\left[\frac{k_F^2}2+\frac{\Delta''}{8\Delta}\right]+\dots\tag{23}$$
For a prescribed $\Delta=0.25+0.15\cos z$ at $z=\pi$, the bracket is $0.8+0.15/(8\times0.10)=0.9875$. Diagonalisation at $k=8$, extrapolated in the size of the plane-wave basis, gives about 1.01; terms of higher order in $1/k$ are still present at this momentum. Without the gradient term the prediction would be 0.8, so the calculation resolves that term as well as the leading $1/s$.

The gradient error was tested with $\Delta=0.10+0.08\cos z$. Between $E_c=10$ and 40, $\kappa_c-C\Delta$ at $z=0$ changes by $-7.56\times10^{-5}$ on a mesh of four Bloch momenta and a coarse grid of parallel energies; equation (22) gives $-7.42\times10^{-5}$. The first number depends on the mesh: on a finer one it moves by about $1\times10^{-6}$, to roughly $-7.45\times10^{-5}$.

In the self-consistent solution $\Delta$ is represented by five cosines. The gaps at the potential maximum and minimum are:

| $E_c$ | $g_{\rm eff}$ alone | with gradient term |
|---|---|---|
| 10 | 0.1286, 0.4331 | 0.1316, 0.4287 |
| 20 | 0.1295, 0.4320 | 0.1316, 0.4288 |
| 40 | 0.1301, 0.4311 | 0.1316, 0.4288 |

The signs follow from (22). Where the gap is smallest, $\nabla^2\Delta>0$, so the truncated sum is too small and so is the gap; where the gap is largest, the reverse holds.

With $g_{\rm eff}$ alone, the largest change between $E_c=10$ and 40 is 1.1%, relative to the value at 40. This is not the whole remaining error. At $E_c=40$ the smaller gap is still 1.1% below the gradient-corrected value, and at $E_c=10$ it is 2.2% below. The halving for a fourfold cutoff is the $E_c^{-1/2}$ law. With the gradient term, the largest change falls to 0.04% on the mesh used for the table and to about 0.05% on a finer one. The finer mesh also raises the tabulated gaps by up to about $1\times10^{-4}$, so their last digit is not converged. This measures cutoff dependence, not the error of the five-cosine representation or of mean-field theory. The full values are in the numerical output.

## Computed results

```
Units: hbar=m=1, length 1/k0, energy e0=hbar^2 k0^2/m
mu = 0.500 e0, kF = 1.000 k0, a = -2.000 /k0
g = -25.1327 e0/k0^3
Fock-space identity, largest error = 8.9e-17 e0
bound energy, a=1/k0, cutoff 100 k0: -1.01294 e0
bound energy, a=1/k0, cutoff 200 k0: -1.00642 e0
uniform gap, infinite cutoff = 0.253628 e0
kappa_reg = 0.010092 k0^3
coefficient gap/(4 pi) of 1/s = 0.020183 k0^2
s=0.40/k0: kappa=0.056588 k0^3, s*kappa=0.022635 k0^2
s=0.20/k0: kappa=0.109002 k0^3, s*kappa=0.021800 k0^2
s=0.10/k0: kappa=0.210916 k0^3, s*kappa=0.021092 k0^2
s=0.05/k0: kappa=0.413249 k0^3, s*kappa=0.020662 k0^2
uniform error of kappa_c/gap after subtraction, k0^3/e0:
Ec=20 e0: with g_eff -4.390e-06, vacuum -7.982e-03
Ec=80 e0: with g_eff -5.398e-07, vacuum -4.001e-03
uniform gaps in e0 (g_eff in e0/k0^3):
Ec=10 e0: g_eff=-3.8357, fixed g0: 0.2536, vacuum: 0.20162, g_eff: 0.253562
Ec=20 e0: g_eff=-2.8074, fixed g0: 1.7833, vacuum: 0.21546, g_eff: 0.253605
Ec=40 e0: g_eff=-2.0405, fixed g0: 10.5501, vacuum: 0.22593, g_eff: 0.253620
modulated system: U1 = 0.30 e0, period = 6.2832 /k0
prescribed gap 0.25+0.15 cos z e0, parallel momentum 8.0 k0:
z=0: 2k*kappa(k)/gap=1.00245 (e0=k0=1), k^2*(ratio-1): 0.1566, law 0.1531 k0^2
z=pi/2: 2k*kappa(k)/gap=1.00793 (e0=k0=1), k^2*(ratio-1): 0.5076, law 0.5000 k0^2
z=pi: 2k*kappa(k)/gap=1.01580 (e0=k0=1), k^2*(ratio-1): 1.0114, law 0.9875 k0^2
prescribed gap 0.10+0.08 cos z e0, change of regular part, Ec 10 to 40 e0:
z=0: found -7.561e-05, gradient law -7.422e-05 k0^3
z=pi: found 7.071e-05, gradient law 7.056e-05 k0^3
self-consistent gaps at z=0 (U max) and z=pi (U min), in e0:
g_eff only, Ec=10 e0: 0.12861, 0.43306
g_eff only, Ec=20 e0: 0.12948, 0.43197
g_eff only, Ec=40 e0: 0.13008, 0.43106
g_eff + gradient, Ec=10 e0: 0.13157, 0.42866
g_eff + gradient, Ec=20 e0: 0.13157, 0.42881
g_eff + gradient, Ec=40 e0: 0.13156, 0.42882
largest relative change Ec 10 to 40, g_eff only: 1.129 %
largest relative change Ec 10 to 40, with gradient: 0.037 %
```
